# Per-atom virials and the heat flux of three-body potentials

**The argument under review**

The manuscript computes the heat flux of a classical solid whose potential contains pair terms and bond-angle terms. Its argument has three parts.

1. Every atom receives an equal share of the virial of each pair or triplet to which it belongs. The sum over atoms is the correct total virial.
2. For pair potentials this prescription gives the accepted heat flux.
3. The per-atom virial is therefore a well-defined property of the potential, and it may be inserted in the heat flux for the angle terms as well.

The first two statements are correct, the second with equally shared pair energies. The third does not follow from them. I examine first what the total leaves open, then what the heat flux demands, and finally whether the difference matters for transport.

**What the total virial leaves open**

Write the potential energy as $U=\sum_g U_g$, where a group $g$ contains two or three atoms. The group forces are $\mathbf F_a=-\partial U_g/\partial\mathbf r_a$. Each $U_g$ is unchanged by a common translation, so $\sum_{a\in g}\mathbf F_a=0$. I define the virial with the position index first:

$$
\mathsf W_g=\sum_{a\in g}\mathbf r_a\otimes\mathbf F_a .
$$

With this sign, $\sum_g\mathsf W_g$ divided by the volume is the potential part of the pressure tensor. For any reference point $\mathbf R_g$,

$$
\sum_a(\mathbf r_a-\mathbf R_g)\otimes\mathbf F_a
=\mathsf W_g-\mathbf R_g\otimes\sum_a\mathbf F_a=\mathsf W_g .
$$

The terms of the left-hand sum can be assigned to the individual atoms. They depend on $\mathbf R_g$, although their sum does not. The total therefore cannot select one assignment.

A bent triplet shows the size of the freedom. Take $U_g=k_\theta(1+\cos\theta)$ with $k_\theta=1.8$ eV, arms of length $a=3$ Å and $\theta=120^\circ$. Put the vertex at the origin and the end atoms at height $y=a\cos60^\circ=1.5$ Å. The force on each end is perpendicular to its arm and acts to open the angle. Its magnitude is $k_\theta\sin\theta/a=0.520$ eV/Å, and its vertical component is $-0.520\sin60^\circ=-0.45$ eV/Å. The vertex feels the opposite of the sum, $+0.90$ eV/Å. The total $yy$ virial is $2(1.5)(-0.45)=-1.35$ eV.

- The manuscript's rule gives each atom $-1.35/3=-0.45$ eV.
- With the vertex as reference point, each end has $1.5(-0.45)=-0.675$ eV and the vertex has zero.
- With the centroid, at $y=1$ Å, each end has $0.5(-0.45)=-0.225$ eV and the vertex has $(-1)(0.90)=-0.90$ eV.

These are three local pictures of one total. A map of atomic stress made from them needs its convention stated.

**What the heat flux demands**

The heat flux is not free in the same way, because it describes the motion of an energy that has already been assigned to atoms. Let atom $a$ hold a constant fraction $w_a$ of $U_g$, with $\sum_a w_a=1$. The site energy is

$$
E_i=\tfrac12m_iv_i^2+\sum_{g\ni i}w_i^{(g)}U_g .
$$

For a finite body the flux, not divided by volume, is defined by

$$
\mathbf J=\frac{d}{dt}\sum_i\mathbf r_iE_i
=\sum_iE_i\mathbf v_i+\sum_i\mathbf r_i\frac{dE_i}{dt}.
$$

The kinetic energy of atom $i$ changes at the rate $m_i\mathbf v_i\cdot\dot{\mathbf v}_i=\sum_{g\ni i}\mathbf F_i^{(g)}\cdot\mathbf v_i$. The group energy changes at the rate

$$
\frac{dU_g}{dt}=\sum_a\frac{\partial U_g}{\partial\mathbf r_a}\cdot\mathbf v_a=-\sum_a\mathbf F_a\cdot\mathbf v_a .
$$

Define $\mathbf R_g=\sum_bw_b\mathbf r_b$, the point at which the group energy is centred. Then

$$
\begin{aligned}
\sum_i\mathbf r_i\frac{dE_i}{dt}
&=\sum_g\Big[\sum_a\mathbf r_a(\mathbf F_a\cdot\mathbf v_a)+\mathbf R_g\frac{dU_g}{dt}\Big]\\
&=\sum_g\sum_a(\mathbf r_a-\mathbf R_g)(\mathbf F_a\cdot\mathbf v_a).
\end{aligned}
$$

This has the form $\sum_i\mathsf W_i\cdot\mathbf v_i$ if each group contributes

$$
\mathsf W_a=(\mathbf r_a-\mathbf R_g)\otimes\mathbf F_a .
$$

I call this the matched rule, since the reference point is matched to the energy shares. The manuscript uses instead

$$
\mathsf W_a^{\rm naive}=w_a\sum_b\mathbf r_b\otimes\mathbf F_b ,\qquad w_a=\tfrac13 .
$$

The matched expression contains only relative positions within a group, so it can also be used in a periodic cell, where $\sum_i\mathbf r_iE_i$ itself is ambiguous.

Both rules were tested against a finite-difference derivative of $\sum_i\mathbf r_iE_i$ for an irregular four-atom cluster with three choices of triplet weights. The matched flux differs from the definition by about $6\times10^{-9}$ eV Å per internal time unit of 10.18 fs. The naive flux, with the group virial shared by the same weights as the energy, differs by 0.31 to 1.04 in the same unit; for the manuscript's equal shares the difference is 0.34.

**Why the pair check does not detect the error**

For a pair, $\mathbf F_2=-\mathbf F_1$ and $\mathbf r_1-\mathbf R_g=w_2(\mathbf r_1-\mathbf r_2)$. The two rules give atom 1

$$
\mathsf W_1=w_2(\mathbf r_1-\mathbf r_2)\otimes\mathbf F_1,\qquad
\mathsf W_1^{\rm naive}=w_1(\mathbf r_1-\mathbf r_2)\otimes\mathbf F_1 .
$$

Atom 2 has the same expressions with $w_1$ and $w_2$ exchanged. The rules coincide at $w_1=w_2=\tfrac12$. The agreement cited by the manuscript thus comes from equal sharing between two atoms. It does not establish a rule for three.

**Is the discrepancy only another convention?**

The authors might reply that the matched flux also depends on a choice, namely the weights. It does, but in a restricted way. Including convection, the potential part of the matched flux of one group is

$$
\sum_a\mathbf r_a(\mathbf F_a\cdot\mathbf v_a)+\mathbf R_g\dot U_g+U_g\dot{\mathbf R}_g
=\sum_a\mathbf r_a(\mathbf F_a\cdot\mathbf v_a)+\frac{d}{dt}(U_g\mathbf R_g).
$$

The first term does not contain the weights. Changing them therefore changes the total flux by

$$
\mathbf J'-\mathbf J=\frac{d\mathbf B}{dt},\qquad
\mathbf B=\sum_gU_g(\mathbf R'_g-\mathbf R_g).
$$

Let $\mathbf M(\tau)=\int_0^\tau\mathbf J\,dt$ in equilibrium with zero mean flux. With $\Delta\mathbf B=\mathbf B(\tau)-\mathbf B(0)$,

$$
\langle|\mathbf M+\Delta\mathbf B|^2\rangle-\langle|\mathbf M|^2\rangle
=2\langle\mathbf M\cdot\Delta\mathbf B\rangle+\langle|\Delta\mathbf B|^2\rangle .
$$

For a fixed system size and groups of finite extent, I assume that $\langle|\mathbf B|^2\rangle$ is finite. If $\langle|\mathbf M|^2\rangle$ grows as $\tau$, the Cauchy–Schwarz inequality limits the cross term to growth as $\sqrt\tau$. After division by $\tau$ the right-hand side vanishes at long times. The conductivity is then independent of the weights, although the instantaneous flux is not.

A closed cycle of configurations tests whether the naive discrepancy has this harmless form. The derivative of any single-valued function of the positions integrates to zero over the cycle. I moved the left end of the bent triplet once anticlockwise around a circle of radius 0.3 Å centred on its original position, and held the vertex fixed. The right end moved only vertically, its displacement being equal at every moment to the horizontal displacement of the left end from the centre of the circle. The integrated potential flux has these $(x,y)$ components in eV Å:

- matched, equal weights: $(-0.0157,\ 0.0735)$;
- matched, all energy at the vertex: $(-0.0157,\ 0.0735)$;
- naive, equal weights: $(-0.0328,\ 0.0367)$.

The two matched results agree, as they must. The naive result does not, so its error is not the time derivative of a function of the positions. This alone does not prove that a conductivity is wrong. For that, one needs motion in which the error accumulates.

**A wave whose energy flux is known**

Consider a straight periodic chain of atoms of mass $m$ and spacing $a$, with small transverse displacements $u_i$. Neighbours are joined by springs under tension $T$, and each triplet has the angle energy used above. A bond with transverse difference $\Delta$ has length $a+\Delta^2/(2a)$ to second order, hence extra energy $T\Delta^2/(2a)$. The deviation of a triplet from straightness is

$$
\delta_i=\frac{u_{i+1}-u_i}{a}-\frac{u_i-u_{i-1}}{a}=\frac{c_i}{a},
\qquad c_i=u_{i+1}-2u_i+u_{i-1}.
$$

Since $1+\cos\theta_i=1-\cos\delta_i\simeq\delta_i^2/2$, its energy is $Kc_i^2/2$ with $K=k_\theta/a^2$. The transverse forces on atoms $i-1,i,i+1$ are $-Kc_i,\,2Kc_i,\,-Kc_i$. Collecting all forces on atom $i$ gives

$$
m\ddot u_i=\frac Ta c_i-K(c_{i+1}-2c_i+c_{i-1}).
$$

Insert $u_i=A\cos\phi_i$ with $\phi_i=qia-\omega t$, and set $s=\sin(qa/2)$. Each second difference multiplies the wave by $-4s^2$, so

$$
m\omega^2=4\frac Ta s^2+16Ks^4 .
$$

Using $d(s^2)/dq=(a/2)\sin(qa)$ and differentiating both sides,

$$
2m\omega\frac{d\omega}{dq}=\frac a2\sin(qa)\Big(\frac{4T}{a}+32Ks^2\Big),
$$

$$
v_g=\frac{d\omega}{dq}=\frac{\sin(qa)}{m\omega}\,(T+8Kas^2).
$$

Now calculate the flux along the chain, to second order in $A$. Longitudinal velocities are at most of second order. They multiply static energies and virials that are equal on all atoms, so these terms vanish when the total momentum is zero. What remains is $J_x=\sum_iW_i^{xy}\dot u_i$.

For a bond, the offsets from its centre are $\mp a/2$ and the forces are $\pm(T/a)(u_{i+1}-u_i)$. The matched contribution is

$$
-\frac T2(u_{i+1}-u_i)(\dot u_i+\dot u_{i+1}).
$$

Let $\psi$ be the phase midway between the two atoms. The factors are $-2As\sin\psi$ and $2A\omega\cos(qa/2)\sin\psi$. Their product with the prefactor is $TA^2\omega\sin(qa)\sin^2\psi$, whose mean is $\tfrac12TA^2\omega\sin(qa)$.

For a triplet with equal weights, $R_x$ lies at the vertex. The ends have offsets $\pm a$, and the contribution is

$$
-Kac_i(\dot u_{i+1}-\dot u_{i-1})
=8Kas^2\sin(qa)\,\omega A^2\cos^2\phi_i ,
$$

because $c_i=-4s^2A\cos\phi_i$ and $\dot u_{i+1}-\dot u_{i-1}=2A\omega\sin(qa)\cos\phi_i$. Its mean is $4Kas^2\sin(qa)\,\omega A^2$.

There is one bond and one triplet per atom, and the wave energy per atom is $\tfrac12m\omega^2A^2$. Dividing the summed mean flux by this energy gives $v_g$ exactly as obtained from the dispersion relation of this harmonic model.

Under the naive rule the bond part is unchanged. The triplet part requires the group virial, measured from the vertex:

$$
\sum_axF_y=(+a)(-Kc_i)+(-a)(-Kc_i)=0 .
$$

Every share of zero is zero, whatever the weights. Rotational invariance explains the cancellation. A group exerts no net torque on itself, so $\sum xF_y=\sum yF_x$. Near the straight chain $F_x$ is of second order and $y$ of first, so the sum has no first-order part. The group virial cannot record that one end does work on the other. The naive speed and its ratio to the true one are

$$
v_n=\frac{T\sin(qa)}{m\omega},\qquad
\frac{v_n}{v_g}=\frac{T/a}{T/a+8Ks^2}.
$$

**Limits and numbers**

Without angle forces, $K=0$, the two speeds agree. With $T>0$ they also agree as $q\to0$, where tension dominates. A test restricted to very long waves in a stretched chain would therefore miss the fault. Without tension, $\omega=4s^2\sqrt{K/m}$ and

$$
v_g=2a\sqrt{K/m}\,\sin(qa),\qquad v_n=0\qquad(0<qa<\pi).
$$

The wave carries energy, and the naive harmonic flux reports none.

For a numerical case take $m=30$ u, $a=3$ Å, $T=0.2$ eV/Å and $k_\theta=1.8$ eV. Then $T/a=0.0667$ eV/Å$^2$ and $K=1.8/9=0.2$ eV/Å$^2$. At $qa=\pi/3$, $s^2=0.25$ and

$$
\frac{v_n}{v_g}=\frac{0.0667}{0.0667+8(0.2)(0.25)}=0.143 .
$$

The fluxes evaluated with the full nonlinear potential at small amplitude on a ring of 240 atoms give:

- $qa=\pi/12$: 1768 m/s matched, 1255 m/s naive;
- $qa=\pi/3$: 4211 m/s matched, 602 m/s naive;
- $qa=3\pi/4$: 3406 m/s matched, 159 m/s naive.

The ratio falls from 0.71 to 0.047 as bending takes over from tension. Unequal triplet weights of 0.6, 0.3 and 0.1 passed the same test of the matched speed.

A wave packet provides a check that does not presuppose any virial. It was propagated harmonically, and its energy centre was located from the site energies. In 5.70 ps the centre moved 240.6 Å. The time integral of the matched flux, divided by the packet energy, gives 240.6 Å; the naive flux gives 34.1 Å. The observed speed, 4222 m/s, is 0.3% above the group speed at the carrier wave number. The packet contains a band of wave numbers, so equality is not required.

**Consequence for thermal transport**

In the harmonic ring, translation invariance allows the flux to contain products of a mode amplitude with its own conjugate, and products of the amplitudes at $q$ and $-q$. The former are constant. The latter oscillate at $2\omega$ and average to zero. The time-averaged flux of the transverse branch is thus

$$
\bar J=\sum_qE_qv_q .
$$

In classical equilibrium the complex amplitude of each travelling mode is Gaussian. Its energy then has an exponential distribution with mean $k_BT_\theta$ and variance $(k_BT_\theta)^2$, where $T_\theta$ is the temperature. The mode energies are independent, and the mean of $\bar J$ vanishes because $v_{-q}=-v_q$. The part of $\langle J(t)J(0)\rangle$ that persists on long-time averaging is

$$
\langle\bar J^2\rangle=(k_BT_\theta)^2\sum_qv_q^2 .
$$

The uniform translation is excluded. The matched rule inserts $v_g$, the naive rule $v_n$. For the ring of 240 atoms the root-mean-square mode speeds are 3470 and 642 m/s, so the naive persistent correlation is $(642/3470)^2=0.034$ of the correct one; for much longer rings the same sums give 0.035. The unequal weights leave the matched value unchanged within the tested relative tolerance of $10^{-6}$.

A perfectly harmonic ring has no finite conductivity. Suppose, as a model, that scattering multiplies each mode's contribution by $e^{-t/\tau_0}$ with a common lifetime $\tau_0$, and neglect the oscillating products. The time integral is then $\tau_0(k_BT_\theta)^2\sum_qv_q^2$. The transverse conductivity would be too small by the same factor, about 29. This number belongs to the chosen chain and lifetime model. It excludes the longitudinal branch and is no estimate for the manuscript's solid, where the error must be computed.

**Required changes**

The authors should state how each group energy is shared and use $(\mathbf r_a-\mathbf R_g)\otimes\mathbf F_a$ with the corresponding $\mathbf R_g$ in the flux. The total stress needs no correction. The conductivity should be recalculated, because the missing work terms cannot be restored from the summed virial. If maps of atomic stress are retained, they should be labelled by their splitting rule. The matched virial is the right object for the flux of a specified site energy; that does not make it a unique local stress.

A bending wave packet would be a suitable validation, since its energy can be followed without using the flux. In full dynamics under tension one precaution is needed. The second-order longitudinal displacements, multiplied by $T$, move site energy of the same order as the packet's tension energy (about one eighth of the total at $qa=\pi/3$) away with the faster longitudinal waves. The cell must be long enough that these waves do not cross the periodic boundary during the run; otherwise the energy centre no longer equals the integrated flux divided by the energy. It should have a wavelength at which $8Ks^2$ is not small compared with $T/a$, so that the angle forces carry an appreciable part of the energy. The numerical output below gives the values for the chain discussed here.

## Numbers as computed

```
mass: 30.0 u; spacing a: 3.00 angstrom
spring constant: 5.00 eV/angstrom^2; rest length: 2.960 angstrom
tension T: 0.200 eV/angstrom; k_theta: 1.80 eV
T/a: 0.06667 eV/angstrom^2; K: 0.20000 eV/angstrom^2
cluster flux error against definition, in eV angstrom / internal time:
  internal time unit: 10.1805 fs
  weights even: matched 5.9e-09, naive 0.3397
  weights vertex: matched 5.9e-09, naive 0.3132
  weights skew: matched 6.1e-09, naive 1.0382
skew weights (end, vertex, end): 0.6, 0.3, 0.1
triplet at 120 degrees, yy virial in eV (end, vertex, end; total):
  naive, even: -0.4500, -0.4500, -0.4500; -1.3500
  matched, even: -0.2250, -0.9000, -0.2250; -1.3500
  matched, vertex: -0.6750, 0.0000, -0.6750; -1.3500
closed cycle, radius 0.3 angstrom, integral of J in eV angstrom (x, y):
  naive, even: -0.03277, 0.03669
  matched, even: -0.01573, 0.07347
  matched, vertex: -0.01573, 0.07347
ring: 240 atoms
largest |dW_xy/du| of angle terms: matched 1.2000, naive 2.0e-09 eV/angstrom
travelling waves (flux/energy):
  qa/pi 0.0833: frequency 0.2111 THz, matched 1768.1 m/s, naive 1254.9 m/s, ratio 0.7098
  qa/pi 0.3333: frequency 1.4739 THz, matched 4210.6 m/s, naive 601.5 m/s, ratio 0.1429
  qa/pi 0.7500: frequency 4.5659 THz, matched 3406.4 m/s, naive 158.5 m/s, ratio 0.0465
packet: carrier qa/pi 0.3333, width 15 sites, duration 5.6999 ps
  energy-centre shift: 240.63 angstrom
  shift from matched flux: 240.63 angstrom
  shift from naive flux: 34.11 angstrom
  energy-centre speed: 4221.7 m/s
root mean square transverse mode speed from persistent flux correlation:
  matched: 3469.8 m/s
  naive: 642.4 m/s
persistent correlation, naive/matched: 0.03428
```
